Weyl's perimeter correction and the conductance of a hard-wall contact

A metallic throat with a rectangular cross-section of 4.2 nm by 3.0 nm, and electrons of Fermi wavenumber 9.61 nm⁻¹, carries 82 transverse modes if its side walls are impenetrable. The Sharvin formula, which knows the cross-section through its area alone, allots it 92.7. The missing 11.5 % of the area-only value is due neither to scattering in the metal nor to partial reflection of the open modes. It comes from the walls, and its leading part is proportional to the perimeter.

Let the throat have area A and perimeter P, and let its axis be z. The electrons have one spherical band of mass m, two spin states, and Fermi wavenumber k, set by the wide metal on both sides. The potential inside is flat, there is no scattering, and the voltage V and the temperature are low. A stationary wave in the throat is φ(x,y) exp(iqz), with

−(∂²/∂x² + ∂²/∂y²)φ = K²φ, φ = 0 on the wall,

E = ħ²(K² + q²)/2m.

At the Fermi energy E_F = ħ²k²/2m, the axial wavenumber q is real when K < k. Such a mode is open. Let N(k) be the number of open modes.

In each open mode, the voltage leaves right-moving states filled in an energy window eV that are not balanced by left-moving ones. With velocity v = (1/ħ)dE/dq and spin factor 2, their current is

I = 2e ∫ (dq/2π) v = (2e/2πħ) ∫ dE = (2e²/h)V.

The velocity cancels the density of states, so fast and slow modes contribute equally. If the throat widens smoothly, an open mode enters and leaves with transmission near 1, while a closed one is blocked. Then

G = (2e²/h) N(k).

An abrupt hole in a thin screen is another problem: its edge diffracts and mixes the modes, and a mode count alone does not give its conductance.

The area-only result follows from the flux of classical particles. The density of states per volume, spin included, is mk/(π²ħ²). Half of these states move to the right. Over that hemisphere the mean of cos θ is ∫₀¹ μ dμ = 1/2, so the mean axial velocity is ħk/2m. The current density is therefore

j = eV · e · (1/2) · mk/(π²ħ²) · ħk/(2m) = e²k²V/(4π²ħ).

Since 2e²/h = e²/(πħ), multiplication by A gives

G_S = (2e²/h) k²A/4π.

Sharvin's conductance thus amounts to one mode for every 4π/k² of area. It treats an electron close to the wall like one in the middle. The wave condition φ = 0 forbids that.

The rectangle shows what is lost. For sides a and b the modes are products of sines, with

K² = (πm/a)² + (πn/b)², m, n = 1, 2, 3, …

Set u = ka/π and v = kb/π. Open modes are the integer points with m, n ≥ 1 inside the ellipse (m/u)² + (n/v)² = 1. Assign to each point the unit square whose upper right corner it is. No point of that square has a larger coordinate than this corner, so the square lies inside the quarter ellipse. The squares do not overlap, and finitely many of them cannot fill a region with a curved edge. Their number is hence smaller than its area:

N(k) < πuv/4 = k²ab/4π = k²A/4π.

For a hard-wall rectangle with ideal transmission of the open modes and none of the closed ones, the conductance therefore lies below Sharvin's value at every k > 0. This inequality gives the sign of the correction, but not its size.

The size can be found for a general shape from the sum

Z(t) = Σ exp(−K²t),

taken over all modes, where t is a positive parameter with the dimension of area. Small t lets in many modes, so the behaviour of Z at small t encodes the count at large k. With normalized real mode functions φ_j, define

H(r,r′,t) = Σ φ_j(r) φ_j(r′) exp(−K_j²t).

Setting r′ = r and integrating over the cross-section gives Z, because each φ_j² integrates to one. H also obeys the diffusion equation ∂H/∂t = ∇²H, vanishes on the wall, and starts as a point source at r′. It is the density of particles that diffuse from r′ and are absorbed at the wall.

During t, the particles spread over a distance of order √t. Far from the wall H is the free result exp(−|r−r′|²/4t)/(4πt), which equals 1/(4πt) at r = r′. At a depth d much smaller than the wall's radius of curvature, the wall looks straight. A negative image source behind it, at distance 2d from r, makes H vanish there:

H(r,r,t) = [1 − exp(−d²/t)]/(4πt).

The first term integrates to A/(4πt). The second acts in a layer of thickness √t along the perimeter, and its integral over depth is

∫₀^∞ exp(−d²/t) dd = √(πt)/2.

Thus

Z(t) = A/(4πt) − P√(πt)/(8πt) + O(1)
= A/(4πt) − P/(8√(πt)) + O(1).

Curvature of radius R alters the layer's contribution by a relative amount of order √t/R. Applied to a term of order P/√t, that gives P/R, which does not grow as t falls. A corner affects an area of order t where H is of order 1/t, again a constant. Neither can change the perimeter term.

To return to the count, let its smooth part be N̄ = αk² + βk + γ. Then dN̄ = (2αk + β)dk, with γ as a step at k = 0, and

∫ exp(−k²t) dN̄ = α/t + β√π/(2√t) + γ.

Comparison with Z gives α = A/4π. For the second term, β√π/2 = −P/(8√π), so β = −P/4π. Hence

N̄(k) = k²A/4π − kP/4π + O(1).

This is Weyl's area law with its perimeter correction. The bar matters. A staircase also contains oscillations, and a part cos(kL) in dN/dk contributes to Z

∫₀^∞ cos(kL) exp(−k²t) dk = (1/2)√(π/t) exp(−L²/4t),

which is smaller at small t than any power of t. The comparison cannot see it. It determines the smooth trend through the steps, not the height of each step, and the O(1) refers to that trend.

For the rectangle the constant can be found as well. Z is a product of two sums. Poisson's summation formula turns a sum of Gaussians over all integers into a sum of their Fourier transforms:

Σ_(all m) exp(−π²m²t/a²) = [a/√(πt)] Σ_(all p) exp(−a²p²/t).

At small t only p = 0 matters, up to exponentially small terms. Removing m = 0 and halving the rest gives

Σ_(m≥1) exp(−π²m²t/a²) ≈ (1/2)[a/√(πt) − 1].

The product with the same sum for b is

Z ≈ ab/(4πt) − (a + b)/(4√(πt)) + 1/4.

Since a + b = P/2, the middle term is −P/(8√(πt)), as before, and γ = 1/4. The perimeter term arises from the −1, which is the removed value m = 0. A wall that demands zero slope instead of zero amplitude would keep m = 0 and n = 0. Each −1 would become +1, and the perimeter term would change sign. The reduction is thus a consequence of the boundary condition, not of confinement as such.

A disc of radius R tests the reach of the argument beyond straight walls. Its mode wavenumbers are the zeros of Bessel functions divided by R. Summing Z over these zeros and subtracting the area and perimeter terms leaves 0.168 at t/R² = 0.01 and 0.169 at 0.0225: a constant, as expected. The perimeter term predicts kR/2 missing modes, or 20.0 on average for kR between 20 and 60. Direct counting gives 19.8, and the remaining 0.17 agrees with the constant.

The physical loss can be seen in the summed density of the open modes near a straight wall. In a wide strip of width W, the standing waves across it have density (2/W)sin²(q_x d) and spacing π/W. Their sum becomes an integral over positive q_x of (dq_x/π) 2sin²(q_x d), or over both signs of (dq_x/2π)[1 − cos(2q_x d)]. With plane waves along the wall,

n(d) = ∫_(|q|<k) [d²q/(4π²)] [1 − cos(2q_x d)].

The 1 gives the interior value k²/4π. In polar coordinates, the angular integral of the cosine is 2πJ₀(2qd). Because d[zJ₁(z)]/dz = zJ₀(z), the radial integral is

2π ∫₀^k q J₀(2qd) dq = πk J₁(2kd)/d.

Dividing by 4π² and collecting terms,

n(d) = (k²/4π)[1 − J₁(2kd)/(kd)].

Very near the wall J₁(z) ≈ z/2 − z³/16, so n is the interior value times (kd)²/2. For k = 9.61 nm⁻¹, the full formula gives 11 % of the interior value at a depth of 0.05 nm, 40 % at 0.10 nm, 100 % at 0.20 nm and 95 % at 0.40 nm. The return is not monotonic because J₁ oscillates.

The total deficit per length of wall is easiest to find by integrating over depth first. Since

∫₀^∞ cos(2q_x d) dd = (π/2) δ(q_x),

it equals

(1/4π²)(π/2) ∫_(−k)^k dq_y = k/4π.

Multiplied by P, this is Weyl's perimeter term. Divided by the interior density k²/4π, it is a length, 1/k. On average, hard walls count modes as if a strip of width 1/k had been cut from the cross-section:

A_eff = A − P/k.

The conductance and resistance follow, to this order, as

Ḡ = G_S [1 − P/(kA)],

R̄ = (1/G_S)/[1 − P/(kA)].

The strip does not carry zero current; the density rises gradually across it and beyond. The equivalence concerns the total.

For the example, A = 12.60 nm² and P = 14.40 nm. The Fermi wavenumber follows from a carrier density of 3.0×10²² cm⁻³, or 30 nm⁻³, through k = (3π² × 30 nm⁻³)^(1/3) = 9.613 nm⁻¹. With the free-electron mass, E_F = 3.52 eV. The two terms are

k²A/4π = (9.6127)² × 12.60/12.566 = 92.65,

kP/4π = 9.613 × 14.40/12.566 = 11.02.

Taken before rounding, their difference is 81.64, or 81.89 with the constant 1/4, against 82 found by listing the modes. Such closeness is partly luck, since the staircase moves by whole steps. With 77.48 μS per mode, Sharvin's conductance is 7.18 mS and that of 82 modes is 6.35 mS. The resistance rises from 139.3 Ω to 157.4 Ω.

Now enlarge both sides by the same factor at fixed k. The area term grows as the square of the factor, the perimeter term in proportion to it. The relative correction therefore falls as 1/size, while the number of missing modes rises. Listing the modes gives deficits of 11.5, 5.6, 2.9 and 1.4 % of the area term for factors 1, 2, 4 and 8. At factor 8 the smooth perimeter loss is 88 modes, and the count is 5847 where the two-term formula gives 5841.6. That departure of 5 modes is too large for the constant 1/4: it is the staircase fluctuation which the smooth law leaves out.

The expansion needs kA/P ≫ 1. A long slit with a ≫ b shows its failure. There P/(kA) tends to 2/(kb). At b = π/k, the formula still leaves 1 − 2/π, or 36 %, of Sharvin's conductance. In truth no mode is open, because every K exceeds π/b = k. Large area alone is not enough; the narrow side must hold many half-wavelengths.

The strip of 1/k = 0.104 nm is thinner than an atom, so the assumption of an impenetrable wall needs its own scrutiny. Replace it by a step that rises a work function Φ above E_F, with the free mass on both sides. Outside, a wave at the Fermi energy that meets the wall head-on decays with κ = √(2mΦ)/ħ. Define k₀² = k² + κ², and let the potential be a sum of a step well in x and one in y, which makes the corners higher than the sides but keeps the problem separable. In the x direction the wave is sin(qx + θ) inside and decays as exp(−√(k₀² − q²)|x|) outside, where q now denotes the transverse wavenumber. Equal logarithmic slopes at x = 0 require

q cot θ = √(k₀² − q²), hence sin θ = q/k₀.

The other wall gives the same phase, so the levels obey

qa + 2θ(q) = nπ.

The phase 2θ adds levels with density (2/π)dθ/dq = (2/π)/√(k₀² − q²). Each goes with about (b/π)√(k² − q²) levels in y. Adding the same effect from the other pair of walls, with 2(a + b) = P, gives the leading gain

ΔN = (P/π²) ∫₀^k √[(k² − q²)/(k₀² − q²)] dq.

For a very high wall the integral tends to πk²/(4k₀) and the gain vanishes. In the opposite limit Φ → 0 the integrand is 1, so ΔN = kP/π². This exceeds the hard-wall loss kP/4π by the factor 4/π: the net correction has changed sign. The statement that the perimeter lowers the conductance therefore belongs to hard, or sufficiently high, walls.

With a rough metallic value Φ = 4.7 eV, the decay length 1/κ is 0.090 nm, close to 1/k. Numerical integration gives ΔN = 7.7, or 70 % of the perimeter term, and the net lost strip shrinks to 0.03 nm. Solving the level equation and counting gives 91 modes, against 92.65 from the area and 89.3 from the smooth estimate 81.64 + 7.68. The remaining difference of 1.7 modes is mostly staircase fluctuation, which that estimate omits along with a small constant. For this throat the hard-wall correction of 11.5 % falls to about 2 % in the actual count, or 4 % in the smooth one.

The other idealizations can be sized with hard walls kept. Let both sides widen as 1 + (z/ℓ)² with ℓ = 4.0 nm. Each K then falls by that factor away from the throat. Numerical integration of the axial wave equation for each mode, without mode mixing, gives a total transmission of 81.8 instead of 82. At finite temperature a mode whose threshold energy is E_j counts with the Fermi function f(E_j), because

∫ (−df/dE) N(E) dE = Σ f(E_j).

With the chemical potential fixed at E_F, the sum is 82.0 at 4 K and 81.9 at 300 K. Within these estimates both changes are small beside the loss of 11 modes. Mode mixing, which so steep a taper can cause, is left out.

Scattering does matter. With resistivity ρ, an Ohmic estimate for the taper, whose area is A(1 + z²/ℓ²)², is

R_d = ∫ ρ dz/[A(1 + z²/ℓ²)²] = πρℓ/(2A).

The substitution z = ℓ tan χ turns the integral into ℓ∫cos²χ dχ = πℓ/2. The mean free path λ follows from the conductivity ne²τ/m, with n = k³/3π² and λ = ħkτ/m:

λ = 3π²ħ/(e²k²ρ).

A cold resistivity of 2 μΩ cm gives λ = 66 nm and R_d = 10 Ω. At room temperature 15 μΩ cm gives 8.8 nm and 75 Ω. With hard walls the perimeter effect is 18 Ω. Both values of R_d are rough scales: the integral neglects sideways current in the widening metal, and λ exceeds the width of the throat even at room temperature, so Ohm's law does not hold locally. Still, the room-temperature value is about four times the hard-wall effect, so scattering would probably hide it. With the finite wall above, the 91 modes leave an effect of only 2.5 Ω, below even the cold value of R_d.

These parameters lie roughly in the regime of a cobalt disilicide nanocontact: a metallic carrier density and a low resistivity. The throat is far smaller than an ordinary device contact, and was chosen so to make the correction large. The single free-electron sphere is a stand-in: the real Fermi surface has several sheets, and the carriers are holes, for which the finite-wall estimate need not hold. If the same density were divided among three equal spheres, each k would fall by 3^(1/3). The area term would rise to 133.6 modes and the hard-wall perimeter term to 22.9, so the relative correction would be 17 % instead of 12 %. A contact from silicide to semiconductor adds a Schottky barrier, which is not part of this constriction. Even for a cold all-metal throat, the impenetrable wall is a weak assumption: in the example a finite height removes most of the correction, and a lower barrier, such as an insulator may offer in place of vacuum, removes more within the equal-mass model, until at a barrier of about 1 eV the correction vanishes and then changes sign. An area inferred from a measured resistance by Sharvin's formula would be too small by about P/k if the walls were hard, the transport ballistic, and the throat long or smooth enough for the mode count to set the conductance. For a hole in a thin screen the shortfall is only about half as large. For hard and penetrable walls alike, the error depends on where the wall is taken to lie, on a scale finer than the atoms that form it. In a neutral metal with a uniform positive background and the same k, a hard wall must stand 3π/(8k) = 0.123 nm outside the edge of that background, more than the lost strip 1/k, and the 4.7 eV step about 0.05 nm outside, more than its strip of 0.03 nm. With the area measured to that edge, the example has 93 modes in either case against 92.65, and the correction nearly cancels.

Numerical values quoted here were computed with a short program.
